Thermal conductivity of thick silica from the three-omega slope

**Problem**

A straight metal line of width 2b = 5 µm and length L = 5 mm lies on fused silica 1 mm thick. It serves as both heater and thermometer. Its resistance is R₀ = 150 Ω, rising with temperature as R = R₀(1 + αΔT) with α = 0.003 K⁻¹. A current I₀ cos ωt, with I₀ = 10 mA, flows through it, and a lock-in amplifier records the voltage at 3ω. All amplitudes are peak values. V₃ is the complex amplitude of the third harmonic, which is Re[V₃ exp(3iωt)].

f = ω/2π (Hz) | Re V₃ (µV) | Im V₃ (µV)
30.0 | 2978.0 | −601.2
44.0 | 2831.0 | −600.9
64.6 | 2684.5 | −600.1
94.9 | 2538.5 | −600.8
139.2 | 2390.7 | −598.1
204.4 | 2244.4 | −595.1
300.0 | 2097.7 | −591.8

The data are synthetic: they were computed for a known conductivity from the idealized model described below (an infinitely long line on infinitely deep silica, without electrical self-heating), with random noise of 1 µV added to each column. Show how the slope against ln f gives the thermal conductivity κ of the silica, and find κ.

**A tempting solution**

The heating power is

I₀²R₀ cos²ωt = P(1 + cos 2ωt), P = I₀²R₀/2 = 7.5 mW,

so the line temperature oscillates at 2ω. Write this oscillation as Re[θ exp(2iωt)]. Near the line, heat crosses half-cylinders of area πrL, so the temperature gradient is −P/(πLκr). Integrating from r ≈ b out to the thermal penetration length, which varies as ω^(−1/2), gives

Re θ = constant − [P/(2πLκ)] ln ω.

The resistance therefore oscillates with amplitude R₀αθ. Multiplying by the current amplitude, with V₀ = I₀R₀ = 1.5 V, gives V₃ = αV₀θ.

The fitted slope of Re V₃ is −382.3 µV per unit of ln f. Dividing by αV₀ = 4.5 mV/K gives −0.0850 K, and with P/L = 1.5 W/m

κ = 1.5/(2π × 0.0850) = 2.81 W/(m K).

**Where it fails**

The thermal argument is rough but has the right slope. The fault is in the voltage. The resistance oscillation is multiplied by a current that itself oscillates, not by a constant I₀. With θ = |θ|exp(iφ),

I₀ cos ωt · R₀α|θ| cos(2ωt + φ) = ½αV₀|θ| [cos(3ωt + φ) + cos(ωt + φ)].

Half of the product appears at 3ω and half at ω, where it is buried under the large ordinary voltage. Hence

V₃ = ½αV₀θ, θ = 2V₃/(αV₀).

The temperatures above were too small by a factor 2, and κ was too large by the same factor. Neither the straightness of the plot nor the out-of-phase voltage reveals this, because the error scales both columns alike.

**The temperature of the line**

Take the line as infinitely long, the silica as infinitely deep, the heat flux as uniform under the metal, and the free surface as insulated. Neglect the heat capacity of the metal. For T = Re[T̂(x,z) exp(2iωt)], the heat equation ∂T/∂t = D∇²T, with diffusivity D, becomes

∇²T̂ = q²T̂, q² = 2iω/D, Re q > 0.

The length 1/|q| measures how far the oscillation penetrates. The flux into the silica is P/(2bL) for |x| < b and zero elsewhere. Its cosine transform is

G(k) = ∫₋b^b [P/(2bL)] cos kx dx = (P/L) sin(kb)/(kb),

and the flux itself is (1/π)∫₀^∞ G(k) cos kx dk. A component cos kx decays with depth as exp(−mz), where m = √(k² + q²). Since the flux is −κ∂T̂/∂z, each temperature component is the flux component divided by κm:

T̂(x,z) = (1/π)∫₀^∞ G(k) cos kx exp(−mz)/(κm) dk.

The thermometer reads the mean over the width at z = 0. Averaging cos kx over |x| < b gives a second factor sin(kb)/(kb), so

θ = [P/(πLκ)] F, F = ∫₀^∞ S(kb)/√(k² + q²) dk, S(u) = (sin u/u)².

**The slope**

Because q² is proportional to ω, differentiation under the integral gives

dF/d ln ω = −½ ∫₀^∞ S(kb) q²/(k² + q²)^(3/2) dk.

The last factor is concentrated at k of order |q|. If |q|b ≪ 1, then S = 1 there, and the remaining integral is elementary:

∫₀^∞ q²/(k² + q²)^(3/2) dk = [k/√(k² + q²)]₀^∞ = 1.

Thus dF/d ln ω = −½, and

d Re θ/d ln ω = −P/(2πLκ).

In this narrow-line limit neither b nor D is needed for the slope; they affect only the height of the plot. Since ln ω and ln f differ by a constant, either may be used. Inserting P = V₀²/(2R₀) and θ = 2V₃/(αV₀) gives

κ = −αV₀³ / [8πLR₀ (d Re V₃/d ln f)].

If both voltages are rms values, V₀³ supplies 2√2 and V₃ supplies √2, so the 8 becomes 4.

The imaginary part gives a second route. The same integral shows that dF/d ln q = −1 for small |q|b. For real positive q, F is real. Turning q from phase 0 to its actual phase π/4 at fixed |q| changes ln q by iπ/4, so Im F = −π/4 and

Im θ = −P/(4Lκ).

**The numbers**

The seven frequencies are equally spaced in ln f, with step h = (ln 10)/6 = 0.38376. Number them j = −3 to 3. The least-squares slope is Σ j Re V₃ / (h Σ j²), with Σ j² = 28:

[3(2097.7 − 2978.0) + 2(2244.4 − 2831.0) + (2390.7 − 2684.5)]/(28 × 0.38376) = −382.3 µV.

The temperature slope is 2 × (−382.3 µV)/(4.5 mV/K) = −0.1699 K, and

κ = 1.5/(2π × 0.1699) = **1.405 W/(m K)**.

Noise of 1 µV gives the slope a standard error of 1/(h√28) = 0.49 µV, which is 0.13% of the slope, or 0.002 W/(m K) in κ.

The conductivity used to make the data was 1.400 W/(m K). The fit lies 0.005 above it, more than two standard errors. Noise-free data give 1.404, so most of the offset is systematic; it comes from the finite width.

The mean of Im V₃ is −598.3 µV, so Im θ = −0.2659 K and κ = 1.5/(4 × 0.2659) = 1.410 W/(m K). This is 0.7% high, again mainly because of the width: |Im F| falls from 0.784 at 30 Hz to 0.773 at 300 Hz, below π/4 = 0.785.

The real part must be fitted, not |V₃|. With Im F nearly constant, the slope of |F| is that of Re F times Re F/|F|. This ratio is 0.98 at 30 Hz and 0.96 at 300 Hz, so the modulus would give κ a few percent too high; fitting the modulus of the tabulated data gives 2.5%.

A separate solution of the two-dimensional heat equation on a grid gave Re F = 3.886 at 30 Hz, against 3.882 from the integral, and a mean slope of −0.499 over the band.

**How narrow, how thick, how long**

*Width.* Replacing S by 1 omitted a term ½∫(1 − S)q²/m³ dk from dF/d ln ω. Split it at a wavenumber K with |q| ≪ K ≪ 1/b. Below K, 1 − S = k²b²/3, and the integral of k²/m³ is ln(2K/q) − 1. Above K, m³ may be replaced by k³, which leaves a real coefficient of q². The dependence on K cancels in the sum, so with Q = qb and a real constant c

dF/d ln ω = −½ + (Q²/6)(c − ln Q).

Let Ω = 2ωb²/D. Then Q² = iΩ and ln Q = ½ ln Ω + iπ/4, and the real part is

d Re F/d ln ω = −½ + πΩ/24.

To first order the apparent κ is too high by the fraction πΩ/12. With D = 8.75 × 10⁻⁷ m²/s, Ω runs from 0.0027 to 0.027, and the error from 0.07% to 0.7%. Its effect on the whole fit is 0.26%. This assumes uniform flux under the metal; if the metal instead kept the temperature uniform across its width, the effect would be 0.39%. A gold film 0.2 µm thick conducts well enough across 5 µm to be close to this second case, so 0.39% is the figure for such a line. At Ω = 0.01 the numerically differentiated integral gave a slope excess of 0.00130, against 0.00131 from the formula.

*Thickness.* The penetration length 1/|q| is 48 µm at 30 Hz and 15 µm at 300 Hz, far below 1 mm. At 0.02 Hz it would be 1.9 mm. With a heat sink beneath the silica, the slope of Re F is then −0.02 instead of −0.5, because the temperature nearly follows its steady value. Nor does the slope give the conductivity of an oxide film 1 µm thick on silicon at these frequencies: the oscillation reaches far beyond the film, and the slope then reflects the silicon. It gives the conductivity of the silicon only if that too is thick: there 1/|q| is about 0.5 mm at 30 Hz, so a wafer 0.5 mm thick shifts the fitted value by about −9% with a heat sink beneath it or +19% with an insulated back, and the 5 mm length adds about 4%.

*Length.* A point source on the surface produces exp(−qr)/(2πκr) per unit power. Relative to an infinite line, the heater lacks the sources beyond its two ends. For a thin line this lowers the mean temperature by

(2P/L²)∫₀^∞ dy ∫_y^∞ exp(−qr)/(2πκr) dr = P/(πκL²q),

since exchanging the order of integration supplies a factor r. Thus F changes by −1/(qL). The loss is greatest at low frequency, which flattens the plot and would raise the fitted κ by 0.40% if the voltage is sensed over the whole heated length. With voltage taps placed a few penetration lengths inside the ends of the heater, the effect is negligible. The synthetic data do not include this effect.

**The real measurement**

The material properties are rough typical values for fused silica and a gold film, taken to be 0.2 µm thick. The peak current density, 10⁶ A/cm², is high for long operation of a thin metal line, and electromigration would need attention. The following changes in fitted κ were calculated one at a time over the same band:

- Air above the line: +1.9%. Air adds its own term to κm. Both penetration lengths scale as ω^(−1/2), so for a narrow line the slope measures κ + κ_air. With κ_air = 0.026 W/(m K), the fitted gain is 0.026.
- Electrical self-heating: −1.7%.
- Heat stored in the metal: −0.7%. The stored heat lowers Re θ more at high frequency and steepens the plot.
- Black-body radiation: +0.01%.

The self-heating figure can be traced. With a heat sink beneath the 1 mm of silica, and end losses neglected, the line is on average T₀ = 2.4 K warmer than without current, which raises the power by αT₀ = 0.7%. The resistance oscillation also adds Pαθ to the power at 2ω and ½Pαθ at 4ω. The resulting 4ω temperature mixes with the current into the third harmonic. To leading order, neglecting the small difference between the responses at 2ω and 4ω,

V₃ = ½αV₀θ(1 + αT₀ + (3/2)αθ).

Differentiating its real part, with Im θ constant, multiplies the slope by 1 + αT₀ + 3α Re θ. At mid-band Re θ = 1.13 K, so the increase is 0.7% + 1.0% = 1.7%. This assumes the data are reduced with the cold values R₀ and V₀; if the power is taken from the measured first-harmonic voltage, the bias is about −0.8%. These terms scale as I₀², so a smaller current reduces them, at the cost of a weaker signal.

Added to the width and length errors, the listed changes nearly cancel, leaving about +0.2%. That agreement is accidental: without the air the sum is −1.7%. An accuracy of 1% therefore cannot be relied on without corrections, even though the noise error is only 0.13%. Two further effects are not in that sum. The variation of κ with temperature, roughly 0.1% per kelvin, could shift the result by a few tenths of a percent, since the line is 2.4 K warmer on average and oscillates by a further 1 K or so. Contact pads that act as heat sinks would also cool the ends of the line. A local fin estimate of conduction along the metal gives a cooled length of about 14 µm at each end, together 0.55% of the line. The estimate is rough, since 14 µm is comparable to 1/|q|; solving for metal and silica together gives 10 to 12 µm. Heat flowing through the silica into the pads adds to this. Since the oscillation reaches farther at low frequency, the pads flatten the plot and raise the fitted κ. Holding the two ends of the metal at fixed temperature raises the end error from 0.4% to about 1.0%, not counting heat that reaches the pads through the silica. With this and the 0.39% width figure, the sum above becomes about +0.9% instead of +0.2%.

The full numerical output follows.

Values computed for the example and the checks

```
input kappa = 1.400 W/(m K)
silica heat capacity = 1.60e+06 J/(m^3 K)
silica diffusivity = 8.750e-07 m^2/s
line width = 5.0 um; length = 5.0 mm
metal thickness = 0.20 um
silica thickness = 1.0 mm
R0 = 150.0 ohm; alpha = 0.0030 1/K
I0 = 10.0 mA; V0 = 1.500 V (peak)
power P = 7.500 mW; P/L = 1.500 W/m
P/(pi L kappa) = 0.34105 K
peak current density = 1.00e+06 A/cm^2
noise per quadrature = 1.0 uV
at 30 Hz: 1/|q| = 48.18 um, Omega = 0.00269
at 300 Hz: 1/|q| = 15.23 um, Omega = 0.02693
f (Hz), ln(f/Hz), Re V3 (uV), Im V3 (uV), Re theta (K)
30.000, 3.40120, 2978.0, -601.2, 1.32356
44.034, 3.78496, 2831.0, -600.9, 1.25822
64.633, 4.16873, 2684.5, -600.1, 1.19311
94.868, 4.55249, 2538.5, -600.8, 1.12822
139.248, 4.93625, 2390.7, -598.1, 1.06253
204.388, 5.32002, 2244.4, -595.1, 0.99751
300.000, 5.70378, 2097.7, -591.8, 0.93231
fitted voltage slope = -382.294 uV per ln f
slope standard error = 0.492 uV per ln f
temperature slope = -0.16991 K per ln f
recovered kappa = 1.4051 W/(m K)
noise standard error = 0.0018 W/(m K)
noise-free fitted kappa = 1.4037 W/(m K)
mean Im theta = -0.26590 K
kappa from Im V3 = 1.4103 W/(m K)
F at 30 Hz: integral 3.88172-0.78362j, finite volume 3.88611-0.78407j
F at 300 Hz: integral 2.73357-0.77276j, finite volume 2.73729-0.77321j
finite-volume slope of Re F = -0.49893
slope excess at Omega 0.01: 0.001298
predicted slope excess = 0.001309
slope of Re F at 0.02 Hz with sink = -0.02003
changes in fitted kappa from neglected effects:
finite width: +0.261 %
finite length: +0.401 %
air above: +1.853 %
black-body radiation: +0.014 %
metal heat capacity: -0.657 %
1 mm depth with sink: -0.000 %
electrical self-heating: -1.707 %
air: kappa 0.026, fitted gain 0.0260 W/(m K)
steady heater rise = 2.401 K
rough kappa(T) coefficient = 0.10 %/K
upper estimate of kappa(T) shift = 0.240 %
axial healing length in metal = 13.74 um
two healing lengths / L = 0.550 %
```
